# Energy and HOMO ordering in a four-electron soft-Coulomb atom

## Problem

Four electrons move on a line in the field of a nucleus of charge 4. In hartree atomic units, the one-electron Hamiltonian and the repulsion are

$$h=-\frac12\frac{d^2}{dx^2}-\frac{4}{\sqrt{x^2+1}},\qquad W(x,x')=\frac{1}{\sqrt{(x-x')^2+1}} .$$

The state is a closed-shell determinant: two real orthonormal orbitals $\phi_1,\phi_2$, each holding two electrons. Its energy $E$ is the expectation value of the full Hamiltonian, so correlation is left out.

Five methods supply the orbitals: Hartree-Fock (HF), the optimized effective potential (OEP), the common energy denominator approximation (CEDA), the Krieger-Li-Iafrate approximation (KLI), and the orbital-averaged Slater exchange potential. The last four use a local exchange potential $v_x(x)$. Compute the five energies and the five levels of the highest occupied orbital (HOMO). Which of their orderings follow from the variational principle?

## A tempting solution

The methods form a ladder. Slater averages the exchange operator. KLI adds the diagonal response terms, CEDA adds the off-diagonal ones as well, and OEP uses the true energy denominators. HF drops the demand for a local potential. Each rung removes an approximation, and the energy is variational, so

$$E_{HF}<E_{OEP}<E_{CEDA}<E_{KLI}<E_{Slater}.$$

A better determinant binds the electrons more strongly, so the HOMO levels should follow the same order, with HF deepest and Slater shallowest.

## Where it fails

The variational principle compares a minimum over a set with members of that set. HF and OEP are minima. Slater, KLI and CEDA are self-consistent solutions of three different equations, and none of them is defined as the minimum of $E$ over a set containing the other two. Keeping more terms in an equation for $v_x$ therefore guarantees no lower energy. The extra terms may even vanish.

The second fault concerns the levels. An orbital energy is not the quantity being minimised, so an inequality between total energies implies none between HOMO levels. What can be proved has to come from the energy expression and the equations for $v_x$.

## The energy and the valid inequalities

Define the density matrix and density of one spin,

$$P(x,x')=\sum_{i=1}^{2}\phi_i(x)\phi_i(x'),\qquad n(x)=P(x,x)=n_1+n_2,\qquad n_i=\phi_i^2 .$$

The total density is $2n$. The direct repulsion is $\frac12\iint(2n)W(2n)$. Exchange acts between equal spins; each spin contributes $-\frac12\iint P^2W$, and there are two spins. Hence

$$E=2\,\mathrm{tr}(Ph)+2\iint n(x)W(x,x')n(x')\,dx\,dx'-\iint P(x,x')^2W(x,x')\,dx\,dx'. \tag{1}$$

The last term is the exchange energy $E_x$. Now vary the orbitals. The three terms change by

$$4\sum_i\langle\delta\phi_i|h|\phi_i\rangle,\qquad 8\sum_i\int\delta\phi_i\,\phi_i\Big(\int Wn\,dx'\Big)dx,\qquad -4\sum_i\iint\delta\phi_i(x)P W\phi_i(x')\,dx\,dx'.$$

With $v_H(x)=2\int W(x,x')n(x')dx'$ and the exchange operator $X$ of kernel $-P(x,x')W(x,x')$, their sum is

$$\delta E=4\sum_i\langle\delta\phi_i|F|\phi_i\rangle,\qquad F=h+v_H+X. \tag{2}$$

Let $\mathcal D$ be the set of all closed-shell determinants. Let $\mathcal L\subset\mathcal D$ contain those built from the two lowest orbitals of some local potential. HF minimises $E$ over $\mathcal D$ and OEP minimises it over $\mathcal L$. The Slater, KLI and CEDA determinants belong to $\mathcal L$. Therefore

$$E_{HF}\le E_{OEP}\le\{E_{Slater},\,E_{KLI},\,E_{CEDA}\}. \tag{3}$$

The braces carry no internal order. On a finite grid the sets are nested in the same way, so (3) also holds for the discretised problem.

The two-electron case is a useful limit. With one orbital, $X\phi=-\phi\int W\phi^2dx'$, which is a local potential times $\phi$. The nodeless HF orbital is then the ground state of a local potential, and HF and OEP give the same determinant. A gap between them needs at least two occupied orbitals of equal spin.

## The OEP equation

Let $h_s=h+v_H+v_x$ have orbitals $\phi_k$ and levels $\varepsilon_k$. A change $\delta v$ of its local potential gives, to first order,

$$\delta\phi_i=\sum_{k\ne i}\phi_k\frac{\langle k|\delta v|i\rangle}{\varepsilon_i-\varepsilon_k}.$$

Insert this into (2). For two occupied orbitals, the terms $(i,k)$ and $(k,i)$ have equal matrix elements and opposite denominators, so they cancel. Only unoccupied orbitals $a$ remain. Since $\langle a|h_s|i\rangle=0$, $F$ may be replaced by $F-h_s=X-v_x$. The energy is stationary for every $\delta v$ when

$$\sum_{i}\sum_a\phi_i(x)\phi_a(x)\frac{\langle a|X-v_x|i\rangle}{\varepsilon_i-\varepsilon_a}=0. \tag{4}$$

Adding a constant to $v_x$ changes nothing here, because $\langle a|i\rangle=0$. The constant is fixed by $v_x\to0$ at infinity. To use this condition, define

$$d_{ij}=\langle i|v_x-X|j\rangle,\qquad \psi_i=\sum_{k\ne i}\phi_k\frac{\langle k|X-v_x|i\rangle}{\varepsilon_i-\varepsilon_k}.$$

Equation (4) then reads $\phi_1\psi_1+\phi_2\psi_2=0$, since the occupied pairs again cancel. Applying $\varepsilon_i-h_s$ removes the denominators, and completeness gives

$$(\varepsilon_i-h_s)\psi_i=(X-v_x+d_{ii})\phi_i .$$

Far out, $\phi_1$ decays faster than $\phi_2$. The function $X\phi_1$ contains $-\phi_2\int\phi_2W\phi_1dx'$, so $\psi_1$ decays like $\phi_2$ up to powers of $x$. Then $\psi_2=-\phi_1\psi_1/\phi_2$ decays like $\phi_1$, exponentially faster than $\phi_2$. Dividing the equation for $i=2$ by $\phi_2$ leaves

$$v_x(x)\to-\int W(x,x')n_2(x')\,dx'+d_{22}. \tag{5}$$

The integral tends to zero as $1/|x|$, so $v_x\to0$ requires $d_{22}=0$.

## CEDA, KLI and Slater

CEDA replaces every $\varepsilon_i-\varepsilon_a$ in (4) by one constant, which then drops out. For any function $g$, completeness gives $\sum_a\phi_a\langle a|g\rangle=g-\sum_j\phi_j\langle j|g\rangle$. With $g=(X-v_x)\phi_i$,

$$\sum_i\phi_i(X\phi_i)-v_xn+\sum_{ij}\phi_i\phi_jd_{ij}=0.$$

Division by $n$ yields

$$v_x=v_S+\frac1n\sum_{ij}\phi_i\phi_jd_{ij},\qquad v_S=\frac1n\sum_i\phi_i(X\phi_i)=-\frac1n\int P^2W\,dx'. \tag{6}$$

KLI starts from the same stationarity condition written with all $k\ne i$, including the other occupied orbital. With true denominators this is the same equation. With a common denominator it is not, because the occupied pairs no longer cancel. Completeness now removes the single term $j=i$, so only the diagonal $d_{ii}$ survive in (6). The Slater method keeps $v_S$ alone.

In the tail $n_2/n\to1$, while $n_1/n$ and $\phi_1\phi_2/n$ vanish. Thus (6) tends to $d_{22}$, and again $d_{22}=0$. For KLI this leaves

$$v_x=v_S+d_{11}\frac{n_1}{n}.$$

Multiply by $n_1$, integrate, and subtract $\langle1|X|1\rangle$:

$$d_{11}=\langle1|v_S|1\rangle-\langle1|X|1\rangle+d_{11}\int\frac{n_1^2}{n}dx
\;\Rightarrow\;
d_{11}=\frac{\langle1|v_S|1\rangle-\langle1|X|1\rangle}{1-\int n_1^2/n\,dx}. \tag{7}$$

### Parity removes the extra CEDA term

For a mirror-symmetric solution, $\phi_1$ is even and $\phi_2$ is odd. Then $v_S$ is even and $X$ conserves parity. Multiply (6) by $\phi_1\phi_2$ and integrate. The terms with $v_S$, $X$ and $d_{11}$ vanish because their integrands are odd or connect opposite parities. What remains is

$$d_{12}\left(1-2\int\frac{n_1n_2}{n}dx\right)=0.$$

Since $4n_1n_2\le(n_1+n_2)^2$, the integral is at most $\frac14\int n\,dx=\frac12$. Equality would need $n_1=n_2$ everywhere, which fails at $x=0$, where $n_2=0$ and $n_1>0$. Hence $d_{12}=0$, and CEDA and KLI are the same method for this atom. The argument needs occupied orbitals of opposite parity. With six electrons the third orbital is even, and parity no longer forces $d_{13}$ to vanish.

## What a HOMO level means

Remove one electron from $\phi_2$ and keep all orbitals frozen. With $J_{ij}=\iint n_iWn_j$ and $K_{12}=\iint\phi_1\phi_2W\phi_1\phi_2$, the lost energy is

$$E(4)-E(3)=\langle2|h|2\rangle+2J_{12}+J_{22}-K_{12}.$$

On the other side, $\langle2|v_H|2\rangle=2J_{12}+2J_{22}$ and $\langle2|X|2\rangle=-J_{22}-K_{12}$. Their sum with $\langle2|h|2\rangle$ is the same expression, so $E(4)-E(3)=\langle2|F|2\rangle$. For a local potential,

$$\varepsilon_2=\langle2|h+v_H+v_x|2\rangle=E(4)-E(3)+d_{22}. \tag{8}$$

In HF, OEP, KLI and CEDA the HOMO level equals the frozen-orbital removal energy, each with its own orbitals. In the Slater method it is displaced by $d_{22}=\langle2|v_S-X|2\rangle$.

The definition of $v_S$ fixes how this error is shared. Integrating $nv_S=\sum_i\phi_i(X\phi_i)$ gives

$$\langle1|v_S-X|1\rangle=-\langle2|v_S-X|2\rangle. \tag{9}$$

If the average is too shallow for the inner orbital, it is too deep for the outer one by the same amount.

## Solving on a grid

The line is cut at $x=\pm L$, $L=18$ bohr, with $M=179$ interior points spaced by 0.2 bohr. Each orbital is stored as $\phi(x_j)$ times the square root of the spacing, so inner products and the integrals in (1) become sums. The kinetic matrix is

$$T_{jj'}=\sum_{k=1}^{M}s_{jk}\,\frac12\left(\frac{k\pi}{2L}\right)^2s_{j'k},\qquad s_{jk}=\sqrt{\frac{2}{M+1}}\sin\frac{jk\pi}{M+1}.$$

For the OEP, set $v_x=v_S+w$ in (4) and reverse the sign of the denominators:

$$\int K(x,x')w(x')dx'=r(x),\qquad K=\sum_{ia}\frac{\phi_i(x)\phi_a(x)\phi_i(x')\phi_a(x')}{\varepsilon_a-\varepsilon_i},$$

$$r(x)=\sum_{ia}\phi_i(x)\phi_a(x)\frac{\langle a|X-v_S|i\rangle}{\varepsilon_a-\varepsilon_i}.$$

In the tail the rows of $K$ become tiny. The unknown $u=\sqrt n\,w$, with $K$ divided by $\sqrt{n(x)n(x')}$ and $r$ by $\sqrt{n(x)}$, removes this density factor.

The equation leaves a constant in $w$ free, and nothing else. If $Kw=0$, then all $\langle a|w|i\rangle=0$, so $w\phi_1=\alpha\phi_1+\beta\phi_2$ and $w\phi_2=\beta\phi_1+\gamma\phi_2$. With $t=\phi_2/\phi_1$, eliminating $w$ gives $\beta t^2+(\alpha-\gamma)t-\beta=0$. The ratio $t$ varies continuously and takes more than two values, so $\beta=0$, $\alpha=\gamma$, and $w$ is constant.

In the scaled equation this null vector is $\sqrt n$. Adding $\sqrt{n(x)n(x')}$ to the matrix makes it invertible without disturbing the solution, because $\int r\,dx=0$. The condition $d_{22}=0$ then sets the constant. The orbitals, $v_H$ and $v_x$ are renewed until they agree.

## Results for the atom

Energies are in hartree.

| Method | $E$ | $E_x$ | HOMO |
|---|---:|---:|---:|
| HF | −6.73945 | −1.45836 | −0.31280 |
| OEP | −6.73816 | −1.45553 | −0.31031 |
| KLI | −6.73788 | −1.45177 | −0.31019 |
| CEDA | −6.73788 | −1.45177 | −0.31019 |
| Slater | −6.73222 | −1.47505 | −0.34510 |

In electronvolts, HF gives $E=-183.390$ and a HOMO at $-8.512$; OEP gives $-183.355$ and $-8.444$.

The inequalities (3) hold. Requiring a local potential costs $E_{OEP}-E_{HF}=0.00129$ hartree, and the KLI approximation adds $0.00029$ hartree. That Slater lies highest is a computed fact about this atom, not a consequence of (3).

The HOMO levels contradict the tempting solution: the highest total energy comes with the deepest HOMO. Equation (8) accounts for it. The Slater orbitals have a removal energy of $-0.29779$ hartree, and $d_{22}=-0.04732$ hartree, so

$$\varepsilon_2=-0.29779-0.04732=-0.34511\ \text{hartree},$$

which agrees with the table within rounding.

The exchange energies carry a similar warning. Slater has the lowest $E_x$, by $1.47505-1.45836=0.01669$ hartree relative to HF. Its remaining energy, $E-E_x$, is higher by $5.28109-5.25717=0.02392$ hartree. The net loss is $0.00723$ hartree. The variational principle governs the sum, not its parts.

For the KLI constant, (7) gives

$$d_{11}=\frac{-0.81547+0.86257}{1-0.74244}=\frac{0.04710}{0.25756}=0.1829\ \text{hartree}.$$

The positive numerator means that $v_S$ is too shallow for $\phi_1$. By (9) it is too deep for $\phi_2$ by the same $0.04710$ hartree. This is the error, measured against the frozen-orbital removal energy, that displaced the Slater HOMO, here evaluated with the KLI orbitals; the Slater orbitals gave $0.04732$. KLI cures this by raising the potential where $n_1$ dominates. At $x=0$, where $n_1/n=1$, the rise is the full $0.183$ hartree. The self-consistent potentials there are $-0.8664$ for Slater and $-0.6776$ for KLI. Their difference, $0.1888$, also contains the change of $v_S$ between the two sets of orbitals.

OEP is shallower still at the nucleus, $-0.639$ hartree, but deeper than KLI at $x=1$ bohr, $-0.704$ against $-0.688$. At $x=10$ bohr all three potentials lie near $-0.104$ hartree, close to $-1/|x|$. There each local potential was tested against the integral in (5) and agreed within $0.001$ hartree.

## A case without mirror symmetry

To separate CEDA from KLI, replace the nucleus by charges 3 at $x=-1$ bohr and 1 at $x=1.5$ bohr, with the same softening. The constant repulsion between the charges is omitted. Now $|d_{12}|=0.0053$ hartree in CEDA, and the results in hartree are

| Method | $E$ | HOMO |
|---|---:|---:|
| HF | −6.006085 | −0.38419 |
| OEP | −6.004687 | −0.38173 |
| KLI | −6.004220 | −0.38135 |
| CEDA | −6.004208 | −0.38203 |
| Slater | −5.998051 | −0.41508 |

KLI lies below CEDA by $0.000012$ hartree, although CEDA keeps more terms. This is a direct counterexample to the ladder. The levels give another: CEDA has a higher total energy than OEP but a deeper HOMO, and here both levels are true frozen-orbital removal energies.

## How far the numbers can be trusted

A stationary point need not be a minimum, so the OEP was checked separately. On a second grid, with spacing 0.25 bohr and walls at $\pm16$ bohr, $E$ was minimised directly over the values of the local potential, starting from Slater. The result agreed with the OEP energy on that grid to $3\times10^{-10}$ hartree. The HF energy rose under each of twenty random mixings with low unoccupied orbitals. These are numerical checks of the minima, not proofs that they are global.

Between the two grids, no energy or HOMO level of the atom changed by more than $6\times10^{-8}$ hartree. This is far below the KLI-CEDA difference in the second model, which was itself computed on the second grid only. The numerical output lists further digits.

The inequalities concern closed-shell determinants of this Hamiltonian. They do not rank the methods against the correlated ground state's ionization energy, since both correlation and orbital relaxation are missing from (8). For this atom the correlated value of $E(4)-E(3)$ is about $-0.331$ hartree. The Slater HOMO, wrong as a frozen-orbital removal energy, lies about $0.014$ hartree below it, while the HF, OEP and KLI levels lie about $0.018$ to $0.021$ hartree above it.

## Computed results

```
Atom: nuclear charge 4, softening 1 bohr, 4 electrons
grid: 179 points, step 0.2 bohr, walls at +-18 bohr
method   E (hartree)   E_x (hartree)  HOMO (hartree)
HF        -6.7394496     -1.4583646     -0.3127986
OEP       -6.7381636     -1.4555277     -0.3103069
KLI       -6.7378784     -1.4517746     -0.3101909
CEDA      -6.7378784     -1.4517746     -0.3101909
Slater    -6.7322219     -1.4750526     -0.3451004
E_OEP - E_HF = 0.0012860 hartree
E_KLI - E_HF = 0.0015712 hartree
E_CEDA - E_HF = 0.0015712 hartree
E_Slater - E_HF = 0.0072278 hartree
E_KLI - E_OEP = 0.0002852 hartree
OEP energy = -183.3548 eV, HOMO = -8.4439 eV
HF energy = -183.3898 eV, HOMO = -8.5117 eV
Frozen-orbital E(4)-E(3) (hartree):
  HF      -0.3127986
  OEP     -0.3103069
  KLI     -0.3101909
  CEDA    -0.3101909
  Slater  -0.2977851
Slater HOMO minus its E(4)-E(3) = -0.0473153 hartree
KLI constant, orbital 1:
  <1|v_S|1> = -0.815468 hartree, <1|X|1> = -0.862572 hartree
  integral n1^2/n = 0.742438, d_11 = 0.182883 hartree
x (bohr)  v_x (hartree): Slater, KLI, OEP
   0   -0.86640   -0.67761   -0.63919
   1   -0.77426   -0.68753   -0.70356
   2   -0.59049   -0.57629   -0.57301
   3   -0.42423   -0.42821   -0.42048
   4   -0.30777   -0.31415   -0.30967
  10   -0.10363   -0.10422   -0.10413
Slope of E along a Gaussian change exp(-x^2) of the potential:
  Slater -8.04e-02, KLI -2.72e-03, OEP 1.01e-07 (dimensionless)
Direct minimisation minus OEP energy = 2.6e-10 hartree
Largest change with other grid and box = 5.8e-08 hartree
Model without mirror symmetry: charges 3 and 1 at -1 and 1.5 bohr
(electronic energy, no repulsion between the two charges)
method   E (hartree)   HOMO (hartree)
HF        -6.0060845     -0.3841936
OEP       -6.0046873     -0.3817284
KLI       -6.0042197     -0.3813483
CEDA      -6.0042078     -0.3820315
Slater    -5.9980507     -0.4150783
|d_12| in CEDA = 0.005258 hartree
```
